# Overlayer Thickness from the Photoelectron Intensity Ratio of Film and Substrate

**The problem.** A gate dielectric has been deposited on a thick substrate. X-rays eject core electrons from both materials, and an analyser collects those that leave the surface at an angle $\theta$ from the surface normal. One line in the spectrum comes from the film alone, with intensity $I_f$; another comes from the substrate alone, with intensity $I_s$. Intensity means the area of the peak after the background has been subtracted. If the film is thin enough for both lines to be seen, as it must be when the band alignment is measured through it, the same spectrum also contains the film thickness $d$. The task is to extract it.

The model is as follows. The film has uniform thickness and composition, and its interface with the substrate is flat and abrupt. The X-ray intensity is constant over the depths from which electrons escape. Electrons travel in straight lines, and refraction, diffraction and interference are neglected. Inside the film, the electrons of both lines have the same attenuation length $\lambda$. This is reasonable when their kinetic energies are close, because the attenuation length varies smoothly with energy. Inside the substrate, the substrate electrons have an attenuation length $\lambda_s$, which may differ from $\lambda$.

## (a) What fraction of the electrons escapes from depth $z$?

*An electron starts at depth $z$ in the film, moving towards the analyser. Find the probability that it leaves the film without being removed from its line.*

**Solution.** An electron that loses energy on its way out no longer counts in the peak. Let $P(\ell)$ be the probability that it is still in the line after a path $\ell$. In a further short path $d\ell$ a fraction $d\ell/\lambda$ of the survivors is lost, which defines $\lambda$:

$$dP=-P\,\frac{d\ell}{\lambda},\qquad P(0)=1 \quad\Rightarrow\quad P(\ell)=e^{-\ell/\lambda}.$$

The direction of travel makes an angle $\theta$ with the normal, so the depth is $z=\ell\cos\theta$ and the path is $\ell=z/\cos\theta$. Hence

$$P=e^{-z/(\lambda\cos\theta)}=e^{-z/L},\qquad L=\lambda\cos\theta .$$

The length $L$ is the depth from which a fraction $1/e$ escapes. Tilting the sample towards grazing emission makes $L$ shorter and the measurement more sensitive to the surface.

With straight paths, $\lambda$ as defined here is the inelastic mean free path. In a real solid, elastic deflections lengthen the paths, and the value to insert in the formulas below is the shorter effective attenuation length. The difference is not small. Take a homogeneous medium with isotropic elastic scattering and albedo $\omega=\lambda/(\lambda+\lambda_{\rm tr})$, where $\lambda_{\rm tr}$ is the transport mean free path. For the film thickness of part (e), inserting the inelastic mean free path then overestimates $d$ by about 7 % for $\omega=0.1$ and about 22 % for $\omega=0.25$, at both $0^\circ$ and $30^\circ$.

## (b) What is the intensity of the film line?

*Let $n_f$ be the density of emitting atoms in the film, and let $s_f$ collect the photoionization cross-section, its angular factor and the analyser response for this line. Find $I_f$, and its value for a very thick film.*

**Solution.** A slice of thickness $dz$ contributes in proportion to its number of emitters and to their escape probability. Let $K$ stand for the factors common to both lines: X-ray flux, analysed area and counting time. Then

$$I_f=K n_f s_f\int_0^d e^{-z/L}\,dz
=K n_f s_f\Big[-L\,e^{-z/L}\Big]_0^d
=K n_f s_f L\left(1-e^{-d/L}\right).$$

For $d\gg L$ the exponential vanishes, which leaves the bulk intensity

$$I_f^{\infty}=K n_f s_f\,\lambda\cos\theta,
\qquad\text{so}\qquad I_f=I_f^{\infty}\left(1-e^{-d/L}\right).$$

The film line grows with thickness and then saturates, because electrons from much deeper than $L$ hardly ever get out without losing energy and so leaving the peak.

## (c) What is the intensity of the substrate line?

*Use $n_s$ and $s_s$ for the corresponding substrate quantities.*

**Solution.** Let $u$ be the depth below the interface. An electron from there must first escape from the substrate, with probability $e^{-u/L_s}$, where $L_s=\lambda_s\cos\theta$. It must then cross the whole film, with probability $e^{-d/L}$. The second factor does not depend on $u$ and comes out of the integral:

$$I_s=K n_s s_s\,e^{-d/L}\int_0^\infty e^{-u/L_s}\,du
=K n_s s_s L_s\,e^{-d/L}.$$

Without a film, $d=0$, the intensity is $I_s^\infty=K n_s s_s\lambda_s\cos\theta$. Therefore

$$I_s=I_s^\infty e^{-d/L}.$$

The abrupt interface was used here and in (b): every film emitter lies above depth $d$ and every substrate emitter below it. If the materials intermix, no single depth separates them, and a thickness deduced from this model is only an equivalent thickness.

## (d) How does the ratio give the thickness?

*Define $r=I_f/I_s$ and $R=I_f^\infty/I_s^\infty$. Find $d$, and identify the step that needs equal attenuation lengths.*

**Solution.** Dividing the results of (b) and (c) removes the common factor $K$, so no absolute intensity is needed:

$$r=R\,\frac{1-e^{-d/L}}{e^{-d/L}}=R\left(e^{d/L}-1\right).$$

The last step multiplies numerator and denominator by $e^{d/L}$. It gives this simple form because the same $L$ appears in both. Now divide by $R$, add 1 and take the logarithm:

$$e^{d/L}=1+\frac rR
\quad\Rightarrow\quad
\boxed{\,d=\lambda\cos\theta\,\ln\!\left(1+\frac{r}{R}\right)}$$

The bulk ratio is

$$R=\frac{K n_f s_f\lambda\cos\theta}{K n_s s_s\lambda_s\cos\theta}
=\frac{n_f s_f\lambda}{n_s s_s\lambda_s}.$$

It can be calculated from these factors or measured on thick, clean samples of the two materials in the same geometry. The two samples must then also receive the same X-ray flux and counting time, or be corrected for the difference, because $K$ cancels only if it is equal for both. The equality assumed in the derivation concerns two electron energies in one material, the film. The length $\lambda_s$ belongs to another material and enters only through $R$.

## (e) What is the thickness in a numerical case?

*Take the round model values $\lambda=2.0$ nm, $\lambda_s=2.5$ nm, $n_f/n_s=0.6$, $s_f/s_s=2.0$ and $\theta=30^\circ$. The film line has 30000 net counts and the substrate line 20000.*

**Solution.** The two ratios are

$$r=\frac{30000}{20000}=1.50,\qquad
R=0.6\times2.0\times\frac{2.0}{2.5}=0.96,\qquad
\frac rR=1.5625 .$$

With $L=2.0\ \text{nm}\times\cos30^\circ=1.732$ nm,

$$d=1.732\ \text{nm}\times\ln(2.5625)=1.732\ \text{nm}\times0.9410=1.63\ \text{nm}=16.3\ \text{Å}.$$

The film transmits a fraction $e^{-d/L}=1/2.5625=0.390$ of the substrate line. Its own line has reached the remaining fraction, 0.610, of the bulk value. These fractions return the measured ratio: $0.96\times0.610/0.390=1.50$.

Summing the emission numerically over thin depth cells, without the integrated formulas, gives the same ratio for this thickness. The numerical output lists the input values and the main results used here and below.

## (f) What happens for thin films, thick films and other angles?

**Solution.** Write $q=r/R$. For a thin film $q\ll1$ and $\ln(1+q)\approx q$, so

$$d\approx L\,\frac rR\qquad(d\ll L).$$

In this regime the substrate line is hardly weakened, and the film line simply counts emitters. Since $\ln(1+q)<q$ for $q>0$, the linear formula overestimates the thickness in this model. To see by how much, insert $q=e^{d/L}-1$:

$$\frac{Lq}{d}=\frac{e^{d/L}-1}{d/L}=1+\frac{d}{2L}+\dots$$

In the example $d/L=0.94$ is not small. The linear estimate is 2.71 nm, about 66 % above the 1.63 nm from the full formula.

For a thick film $q\gg1$, and $d\approx L\ln(r/R)$. The film line is now nearly constant, so the thickness information lies in the fading substrate line. At $d=3L$ that line has fallen to $e^{-3}\approx5\,\%$ of its bare-substrate value, and subtracting the background correctly becomes critical.

For the angular dependence, rearrange the main result:

$$\ln\!\left(1+\frac rR\right)=\frac d\lambda\,\frac1{\cos\theta}.$$

If $R$ does not change with angle, a plot of the left side against $1/\cos\theta$ is a straight line through the origin with slope $d/\lambda$. The model film of part (e) should give $r=1.21$, 1.50 and 3.94 at $0^\circ$, $30^\circ$ and $60^\circ$. Each of these ratios, inserted with its own angle, returns 1.63 nm. The slope contains only the quotient $d/\lambda$, so the slope alone cannot determine $d$ without a value for $\lambda$. The length can enter only through $R$, which gives $\lambda$ if $n_f s_f/(n_s s_s)$ and $\lambda_s$ are known independently. Elastic scattering makes the effective attenuation length depend on angle: in the isotropic-scattering model of part (a) the overestimate of $d$ shrinks by $60^\circ$ and has changed sign at $75^\circ$, so real data at large angles bend away from the straight line.

## (g) Does a contamination layer spoil the result?

*A layer of thickness $c$ covers the film and attenuates both lines with the same length $\lambda_c$.*

**Solution.** All electrons cross this layer last, so both intensities acquire the same factor:

$$\frac{I_f\,e^{-c/(\lambda_c\cos\theta)}}{I_s\,e^{-c/(\lambda_c\cos\theta)}}=\frac{I_f}{I_s}=r .$$

For a single emission angle the ratio, and with it $d$, is unchanged. An analyser that accepts a wide range of angles spoils this, and it also biases the formula of (d): with uniform in-plane acceptance of $60^\circ\pm15^\circ$, the film of part (e) reads 1.56 nm bare and 1.51 nm under the layer specified next, whereas at $30^\circ\pm5^\circ$ both effects are near 0.001 nm. For $c=0.8$ nm, $\lambda_c=3.0$ nm and $\theta=30^\circ$, each line keeps a fraction 0.735 of its intensity, while the depth sum still gives $r=1.50$. The layer does cost counts. In the same counting time, the relative statistical error of $r$ rises by a factor of $1/\sqrt{0.735}\approx1.17$.

The cancellation fails if the two lines have different attenuation lengths $\lambda_{c,f}$ and $\lambda_{c,s}$ in the layer. The ratio is then multiplied by

$$\exp\!\left[-\frac{c}{\cos\theta}\left(\frac1{\lambda_{c,f}}-\frac1{\lambda_{c,s}}\right)\right].$$

A single intensity, such as $I_s$ compared with $I_s^\infty$, has no such protection: in $I_s$ the extra attenuation would be read as extra film, and in $I_f$ as missing film.

## (h) How uncertain is the thickness?

*Find the effect of small errors in $r$, $R$ and $\lambda$.*

**Solution.** At fixed $L$, differentiate $d=L\ln(1+q)$:

$$\delta d=\frac{L}{1+q}\,\delta q
=L\,\frac{q}{1+q}\,\frac{\delta q}{q}.$$

From $1+q=e^{d/L}$ it follows that $q/(1+q)=1-1/(1+q)=1-e^{-d/L}$, and so

$$\delta d=L\left(1-e^{-d/L}\right)\frac{\delta q}{q}.$$

**Counting statistics.** Let the counts $N_f$ and $N_s$ be independent and Poisson distributed, with negligible background. Their relative errors are $1/\sqrt{N_f}$ and $1/\sqrt{N_s}$, and for a quotient the squares add:

$$\frac{\delta r}{r}=\sqrt{\frac1{30000}+\frac1{20000}}=0.00913 .$$

Thus $\delta d=1.732\ \text{nm}\times0.610\times0.00913=0.0096$ nm. Randomly drawn Poisson counts show the same spread. This is a statistical error within the model; it says nothing about whether the parameters are right.

**Bulk ratio.** Since $q=r/R$, an $R$ that is too large makes $q$, and hence $d$, too small. For an error of $+5\,\%$ the linear formula gives

$$\delta d=-1.732\ \text{nm}\times0.610\times0.05=-0.053\ \text{nm},$$

and full recalculation gives $-0.051$ nm. This is about five times the counting error.

**Attenuation length.** If $R$ has been measured, it stays fixed when a different $\lambda$ is inserted. Then $d\propto\lambda$, and a 10 % error in $\lambda$ gives a 10 % error in $d$, or 0.16 nm here. If $R$ is calculated instead, it contains $\lambda/\lambda_s$. When $\lambda$ alone is wrong, $\delta R/R=\delta\lambda/\lambda$, and the two effects partly compensate:

$$\delta d=\left[d-L\left(1-e^{-d/L}\right)\right]\frac{\delta\lambda}{\lambda}.$$

The bracket is $1.63-1.06=0.57$ nm, so a 10 % error now shifts $d$ by about 0.057 nm to first order; full recalculation gives $+0.054$ nm for $+10\,\%$ and $-0.061$ nm for $-10\,\%$. If $\lambda$ and $\lambda_s$ are wrong by the same factor, $R$ is unchanged and the full 10 % error returns.

## (i) What if the attenuation lengths are not quite equal?

*Suppose that substrate electrons have the length $\lambda(1+\varepsilon)$ in the film, while film electrons keep $\lambda$. What thickness does the formula of part (d) report?*

**Solution.** Only the transmission factor of the substrate line changes. With $t=d/L$, the measured ratio obeys

$$\frac rR=\left(1-e^{-t}\right)e^{t/(1+\varepsilon)} .$$

For small $\varepsilon$, and with $|\varepsilon|t\ll1$, use $1/(1+\varepsilon)\approx1-\varepsilon$ and $e^{-\varepsilon t}\approx1-\varepsilon t$:

$$\frac rR\approx\left(1-e^{-t}\right)e^{t}(1-\varepsilon t)=\left(e^t-1\right)(1-\varepsilon t).$$

The formula of (d) takes the logarithm of

$$1+\frac rR\approx e^t-\varepsilon t\left(e^t-1\right)
=e^t\left[1-\varepsilon t\left(1-e^{-t}\right)\right].$$

With $\ln(1-x)\approx-x$, and after multiplication by $L$, the apparent thickness is

$$d_{\text{app}}\approx d-\varepsilon\,d\left(1-e^{-d/L}\right).$$

The sign has a direct meaning. If substrate electrons penetrate the film more easily than assumed, $\varepsilon>0$, their line is stronger and the film looks thinner. For $\varepsilon=0.05$ the first-order shift is $-0.05\times1.63\ \text{nm}\times0.610=-0.050$ nm. The depth sum gives $-0.047$ nm, which is 2.9 % of the true thickness. The relative error is small for $d\ll L$, where the film barely attenuates the substrate line, and approaches $-\varepsilon$ for thicker films within the first-order regime.

When the two lengths are known and differ appreciably, the first equation of this part should be solved numerically for $t$. Both factors on its right increase with $t$, so there is one solution for each positive $r/R$.

## (j) What if the film is not uniform?

*Half of the analysed area has thickness $d+a$ and half has $d-a$, with $0\le a\le d$. The thickness varies gently across the surface, so that shadowing and sideways paths through neighbouring regions can be ignored.*

**Solution.** The analyser adds intensities, so the transmission must be averaged:

$$T=\tfrac12\left[e^{-(d+a)/L}+e^{-(d-a)/L}\right]
=e^{-d/L}\cosh\frac aL .$$

The line intensities are $I_s=I_s^\infty T$ and $I_f=I_f^\infty(1-T)$. Hence $1+r/R=1+(1-T)/T=1/T$, and the formula of (d) reports

$$d_{\text{app}}=-L\ln T=d-L\ln\cosh\frac aL .$$

Since $\cosh(a/L)>1$ for $a>0$, the apparent thickness lies below the mean. Thin regions let through more additional substrate signal than thick regions remove. For $a\ll L$, $\cosh x\approx1+x^2/2$ gives a shift of $-a^2/(2L)$.

With a mean thickness of 1.63 nm and $a=0.5$ nm, the small-$a$ estimate is $-0.25/(2\times1.732)=-0.072$ nm. The depth sum gives $-0.071$ nm, so the film appears to be 1.56 nm thick. Here a variation of about $\pm30\,\%$ in local thickness changes the result by only about 4 %. For small $a$ the relative shift is $-(a/d)^2\,d/(2L)$, so it grows with $d/L$: the same $a/d$ gives about 7 % at $60^\circ$, and about 12 % for a 5 nm film at $30^\circ$.

The opposite extreme is $a=d$: half the surface is bare and half carries a film of thickness $2d$. If $d\gg L$, the covered half transmits almost nothing and $T\to\tfrac12$, so

$$d_{\text{app}}\to L\ln2 .$$

For $L=1.732$ nm this is 1.20 nm, however thick the islands are. A single ratio cannot distinguish such islands from a thin continuous film. A series of angles can help, because this limiting value is proportional to $\cos\theta$, whereas a uniform film gives the same $d$ at every angle. For real islands the shadowing neglected here must then be considered as well.

## Numbers as computed

```
attenuation length in film: 2.0 nm
attenuation length in substrate: 2.5 nm
emitter density ratio n_f/n_s: 0.6
sensitivity ratio s_f/s_s: 2.0
emission angle from normal: 30 degrees
film line: 30000 counts
substrate line: 20000 counts
measured ratio r: 1.5000
bulk ratio R: 0.9600
r/R: 1.5625
ln(1 + r/R): 0.9410
escape depth L = lam cos(theta): 1.7321 nm
film thickness d: 1.6298 nm = 16.298 angstrom
thin-film estimate L r/R: 2.7063 nm
substrate fraction transmitted: 0.3902
film fraction of bulk signal: 0.6098
relative counting error of r: 0.913 %
counting error of d, formula: 0.00964 nm
counting error of d, random counts: 0.00963 nm
shift of d for R 5 % too large: -0.0510 nm
same shift, linear estimate: -0.0528 nm
substrate-line length in film 5 % longer than film-line length:
  shift of apparent d, depth sum: -0.0469 nm
  shift of apparent d, linear: -0.0497 nm
uneven film, half-difference a: 0.5 nm
  apparent thickness: 1.5586 nm
  shift from mean thickness: -0.0712 nm
contamination layer: 0.8 nm thick, attenuation length 3.0 nm
  fraction of each line transmitted: 0.7350
  ratio r with this layer: 1.5000
angle 0 degrees: r = 1.2086, d = 1.6298 nm
angle 30 degrees: r = 1.5000, d = 1.6298 nm
angle 60 degrees: r = 3.9389, d = 1.6298 nm
```
